# The Dennis–Moré condition and why BFGS matrices do not certify frequencies

## Result

A quasi-Newton relaxation replaces the Hessian of the energy by a matrix $B_k$ and takes the step $s_k$ that solves

$$B_k s_k=-g_k,\qquad x_{k+1}=x_k+s_k, \tag{1}$$

where $g_k=\nabla f(x_k)$ is the gradient of the energy $f$, that is, minus the force. Let $x_k$ converge to a stationary point $x_*$ with nonsingular Hessian $H_*$, and let $e_k=x_k-x_*$. Then

$$\frac{|e_{k+1}|}{|e_k|}\to0\quad\Longleftrightarrow\quad \delta_k\equiv\frac{|(B_k-H_*)s_k|}{|s_k|}\to0. \tag{2}$$

The left side is superlinear convergence; the right side is the Dennis–Moré condition. It asks that $B_k$ act correctly on one vector, the current step. It does not ask that $B_k\to H_*$.

Vibrational frequencies need the Hessian in every direction. Fast convergence of a BFGS relaxation is therefore no guarantee that its final matrix gives good frequencies. The matrix may be good, but it may also keep its initial guess in some directions forever, as shown below for relaxations that preserve a symmetry.

## Assumptions

The function $f$ is twice continuously differentiable near $x_*$, $g(x_*)=0$, every $B_k$ is nonsingular, and $x_k\ne x_*$ for all $k$. Vector norms are Euclidean and $\|\cdot\|$ is the matching matrix norm. Convergence of $x_k$ to $x_*$ is assumed; (2) concerns its speed.

Nonsingularity of $H_*$ matters. A free molecule has zero curvature along translations and rotations, so these must first be removed, for instance by internal coordinates.

## The gradient after a step

By the fundamental theorem of calculus along the step,

$$g_{k+1}-g_k=\int_0^1H(x_k+ts_k)\,dt\;s_k=H_*s_k+r_k,$$

$$r_k=\int_0^1\left[H(x_k+ts_k)-H_*\right]dt\;s_k .$$

The whole segment lies within a distance $\varepsilon_k=\max(|e_k|,|e_{k+1}|)$ of $x_*$. Since $\varepsilon_k\to0$ and $H$ is continuous, $|r_k|/|s_k|\to0$. Inserting $g_k=-B_ks_k$ gives

$$g_{k+1}=(H_*-B_k)s_k+r_k. \tag{3}$$

Define $\eta_k=|g_{k+1}|/|s_k|$. The triangle inequality gives $|\eta_k-\delta_k|\le|r_k|/|s_k|\to0$, so $\delta_k\to0$ if and only if $\eta_k\to0$. Up to the remainder $r_k$, which vanishes faster than $|s_k|$, the force left over after the step, $-g_{k+1}$, equals $(B_k-H_*)s_k$, the error of $B_k$ acting on the step.

We also need to compare gradient and position error. Integrating from $x_*$ gives $g(x)=\bar H e$, where $\bar H$ is the average Hessian between $x_*$ and $x$, and $\bar H\to H_*$ as $x\to x_*$. If $\sigma>0$ is the smallest singular value of $H_*$, then once $\|\bar H-H_*\|\le\sigma/2$,

$$c|e|\le|g(x)|\le C|e|,\qquad c=\tfrac12\sigma,\quad C=\|H_*\|+\tfrac12\sigma. \tag{4}$$

In particular $g_k\neq0$ near $x_*$, so $s_k\ne0$ and the ratios are defined.

## Proof of the equivalence

Write $\rho_k=|e_{k+1}|/|e_k|$ and note that $s_k=e_{k+1}-e_k$.

*The condition is sufficient.* Let $\eta_k\to0$. From (4) and $|s_k|\le|e_k|+|e_{k+1}|$,

$$c|e_{k+1}|\le|g_{k+1}|=\eta_k|s_k|\le\eta_k\left(|e_k|+|e_{k+1}|\right).$$

Division by $|e_k|$ gives $(c-\eta_k)\rho_k\le\eta_k$. As soon as $\eta_k<c$,

$$\rho_k\le\frac{\eta_k}{c-\eta_k}\to0.$$

*The condition is necessary.* Let $\rho_k\to0$. Once $\rho_k<1$, we have $|s_k|\ge|e_k|-|e_{k+1}|=(1-\rho_k)|e_k|$, and (4) gives $|g_{k+1}|\le C\rho_k|e_k|$. Hence

$$\eta_k\le\frac{C\rho_k}{1-\rho_k}\to0.$$

This proves (2).

The Newton step $s_k^{N}=-H_*^{-1}g_k$ makes the meaning plain. Since $B_ks_k=-g_k=H_*s_k^N$,

$$(B_k-H_*)s_k=H_*(s_k^N-s_k).$$

The condition says that the actual step approaches the Newton step, with an error small relative to the step length. Many different matrices produce the same step.

## What is missing for the whole matrix

Suppose that one fixed matrix $B$ had errors at most $\delta$ on $n$ linearly independent unit vectors, the columns of $P$, with $n$ the number of coordinates. Each column of $(B-H_*)P$ would have length at most $\delta$, so $\|(B-H_*)P\|\le\sqrt n\,\delta$ and

$$\|B-H_*\|\le\sqrt n\,\delta\,\|P^{-1}\|.$$

The theorem does not supply this premise. It controls $B_k$ on $s_k$, then a different matrix $B_{k+1}$ on $s_{k+1}$. Moreover, the steps may be nearly parallel, making $\|P^{-1}\|$ large, or may never span the space.

In one dimension the gap closes. There $s_k$ is a nonzero number and $\delta_k=|B_k-H_*|$, so superlinear convergence does imply a correct final curvature.

## Scaled steps

If a line search or damping gives $s_k=-a_kB_k^{-1}g_k$ with $a_k>0$, then $(B_k/a_k)s_k=-g_k$, and (2) applies to $B_k/a_k$. Decompose

$$\left(\frac{B_k}{a_k}-H_*\right)s_k=\frac1{a_k}(B_k-H_*)s_k+\left(\frac1{a_k}-1\right)H_*s_k.$$

Let $\delta_k\to0$ and let $a_k$ stay above a positive bound. The first term is then negligible relative to $|s_k|$, while $|H_*s_k|\ge\sigma|s_k|$. Convergence is therefore superlinear if and only if $a_k\to1$.

For fixed $a<1$, combine $B_ks_k=-ag_k$, $g_k=H_*e_k+o(|e_k|)$ and $B_ks_k=H_*s_k+o(|s_k|)$. They give $s_k=-ae_k+o(|e_k|)$, hence $e_{k+1}=(1-a)e_k+o(|e_k|)$. Convergence is linear with factor $1-a$, however good the matrix.

## BFGS satisfies the condition

With $y_k=g_{k+1}-g_k$, the BFGS update is, dropping the index $k$ and marking the new matrix by a plus,

$$B_+=B-\frac{Bs\,(Bs)^T}{s\cdot Bs}+\frac{yy^T}{y\cdot s}. \tag{5}$$

Assume that $H_*$ and $B_0$ are positive definite, $y\cdot s>0$ at each step, $\|H(x)-H_*\|\le L|x-x_*|$ near $x_*$, and $\sum_k|e_k|<\infty$. The last holds for any linear rate of convergence.

The update preserves positive definiteness. In $z\cdot B_+z$ the first two terms give a nonnegative sum by the Cauchy–Schwarz inequality in the inner product $u\cdot Bv$. That sum vanishes for $z\neq0$ only if $z$ is parallel to $s$, and then the last term is positive.

Use scaled quantities $H_*^{1/2}s$, $H_*^{-1/2}y$ and $H_*^{-1/2}BH_*^{-1/2}$. Equation (5) keeps its form and the target Hessian becomes the unit matrix. We keep the old letters for the scaled quantities in the rest of this section. Since $y-s$ is now $H_*^{-1/2}r$, with $r$ the unscaled remainder,

$$|y-s|\le\tau|s|,\qquad \tau_k=L\|H_*^{-1}\|\varepsilon_k,\qquad\sum_k\tau_k<\infty .$$

Define

$$q=\frac{s\cdot Bs}{s^2},\quad \cos\theta=\frac{s\cdot Bs}{|s||Bs|},\quad M=\frac{y^2}{y\cdot s},\quad \mu=\frac{y\cdot s}{s^2}.$$

The trace of (5) is $\mathrm{tr}B_+=\mathrm{tr}B-|Bs|^2/(s\cdot Bs)+M$, and $|Bs|^2/(s\cdot Bs)=q/\cos^2\theta$.

For the determinant, factor out $B$:

$$\frac{\det B_+}{\det B}=\det\left(1+u_1v_1^T+u_2v_2^T\right),$$

with $u_1=-s$, $v_1=Bs/(s\cdot Bs)$, $u_2=B^{-1}y$, $v_2=y/(y\cdot s)$. The identity $\det(1+UV^T)=\det(1+V^TU)$ reduces this to a two-by-two determinant,

$$(1+v_1\cdot u_1)(1+v_2\cdot u_2)-(v_1\cdot u_2)(v_2\cdot u_1).$$

Here $v_1\cdot u_1=-1$, $v_2\cdot u_1=-1$ and $v_1\cdot u_2=(y\cdot s)/(s\cdot Bs)$. The ratio is therefore $(y\cdot s)/(s\cdot Bs)=\mu/q$.

Now let $\psi(B)=\mathrm{tr}B-\ln\det B$. It is positive, because each eigenvalue contributes $\lambda-\ln\lambda\ge1$. Its change is $M-q/\cos^2\theta-\ln\mu+\ln q$, which we regroup as

$$\psi_+-\psi=(M-\ln\mu-1)+\left[1-\frac q{\cos^2\theta}+\ln\frac q{\cos^2\theta}\right]+\ln\cos^2\theta. \tag{6}$$

The last two terms are never positive, since $1-z+\ln z\le0$. For the first, take $k$ so large that $\tau\le\frac12$. Then $\mu\ge1-\tau$, so $-\ln\mu\le2\tau$, and

$$M=1+\frac{y\cdot(y-s)}{y\cdot s}\le1+\frac{(1+\tau)\tau}{1-\tau}\le1+3\tau .$$

The first term is at most $5\tau$, which is summable. Because $\psi$ stays positive, the total decrease from the other two terms must be finite, so each tends to zero. Thus $\cos^2\theta\to1$ and $q/\cos^2\theta\to1$, hence $q\to1$, and

$$\frac{|(B-1)s|^2}{s^2}=\frac{q^2}{\cos^2\theta}-2q+1\to0 .$$

Undoing the scaling changes this ratio by bounded factors, so $\delta_k\to0$. With unit steps, (2) gives superlinear convergence. The argument constrains $Bs$ and leaves the action of $B$ on other vectors open.

## Directions that are never learned

Let $R$ be an orthogonal symmetry, $f(Rx)=f(x)$, so that $g(Rx)=Rg(x)$. If the starting geometry obeys $Rx_0=x_0$, its gradient lies in the space $V$ of vectors unchanged by $R$. Take $B_0=b\,1$, a multiple of the unit matrix.

Suppose that $x_k\in V$ and $B_kv=bv$ for every $v\perp V$. As $B_k$ is symmetric, it also maps $V$ into itself, so $s_k=-B_k^{-1}g_k$ lies in $V$. Then $x_{k+1}$ and $y_k$ lie in $V$ too. Applying (5) to $v$,

$$B_{k+1}v=bv-B_ks_k\frac{b\,s_k\cdot v}{s_k\cdot B_ks_k}+y_k\frac{y_k\cdot v}{y_k\cdot s_k}=bv .$$

By induction, every mode orthogonal to $V$ keeps the curvature $b$. As long as the symmetry is kept exactly, more iterations or a tighter force threshold cannot change it. Rounding or force noise that breaks the symmetry seeds a component outside $V$, and the induction no longer applies to it.

For equal atomic masses $m$, a mode of curvature $\lambda$ obeys $m\omega^2=\lambda$, and its phonon energy is

$$\hbar\omega=\hbar\sqrt{\lambda/m}. \tag{7}$$

An unlearned mode is reported at $\hbar\sqrt{b/m}$, which describes the initial guess and not the energy surface.

## A chain with known frequencies

Four atoms of mass $m=20$ u move along a line between fixed walls. Five bonds have the Morse energy $D(1-e^{-\beta d})^2$, where $d$ is the bond extension, $D=1$ eV and $\beta=2$ Å$^{-1}$. All bonds are unstrained at the minimum. The bond stiffness is $\kappa=2D\beta^2=8$ eV/Å$^2$, and $H_*$ has $2\kappa$ on the diagonal and $-\kappa$ between neighbours.

The vectors $u_i=\sin(j\pi i/5)$ vanish at the walls, $i=0$ and $5$, and satisfy $2u_i-u_{i-1}-u_{i+1}=2[1-\cos(j\pi/5)]u_i$. Thus

$$\lambda_j=2\kappa\left[1-\cos(j\pi/5)\right]=3.06,\;11.06,\;20.94,\;28.94\ \text{eV/Å}^2 .$$

Reflection about the centre sends $u_i$ to $-u_{5-i}$, which multiplies mode $j$ by $(-1)^j$. Modes 2 and 4 preserve the mirror symmetry; modes 1 and 3 break it.

Unit-step BFGS was run from $b=30$ eV/Å$^2$ in 200-digit arithmetic, so that the limit can be followed far beyond practical accuracy. The mirror-symmetric start has displacements $(0.06,0.02,-0.02,-0.06)$ Å:

| step | $\lvert e_k\rvert$ (Å) | $\rho_k$ | $\delta_k$ (eV/Å$^2$) |
|---|---|---|---|
| 0 | $8.9\times10^{-2}$ | 0.63 | 16 |
| 5 | $3.2\times10^{-7}$ | $8.9\times10^{-4}$ | 0.017 |
| 10 | $1.8\times10^{-24}$ | $4.7\times10^{-5}$ | 0.0013 |

At all these steps $\|B_k-H_*\|=26.94$ eV/Å$^2$, which is $30-3.06$, the error of the guess in the softest mode. The steps converge superlinearly while the matrix error does not fall at all.

A fixed matrix $B=b\,1$ shows that the size of the matrix error does not decide the speed. Near the minimum it gives $e_{k+1}\approx(1-H_*/b)e_k$. From a general start the softest mode survives longest, with factor $1-3.0557/30=0.898$; the calculated ratio after 150 steps is also 0.898. This matrix has the same norm error, 26.94 eV/Å$^2$, but here the steps turn into the softest mode, the direction where its error is largest.

## Frequencies at an ordinary threshold

Stop when the largest force component is below $10^{-3}$ eV/Å. The mirror-symmetric run gets there after 4 steps, and its matrix gives these phonon energies:

| mode | true (meV) | BFGS (meV) |
|---|---|---|
| 1 | 25.3 | 79.2 |
| 2 | 48.1 | 48.3 |
| 3 | 66.2 | 79.2 |
| 4 | 77.8 | 77.8 |

The symmetric modes are good to within 0.5% of their true values. The other two return the guess. For mode 1, (7) gives $25.3\sqrt{30/3.06}=79.2$ meV; in wavenumbers, 639 cm$^{-1}$ instead of 204 cm$^{-1}$. With $b=60$ eV/Å$^2$ the same minimum is reached, but modes 1 and 3 move to $79.2\sqrt2=112.0$ meV.

The zero-point energy, half the sum of the phonon energies, is 142.2 meV from the BFGS matrix and 108.6 meV in truth, an excess of 31% of the true value.

A general start, $(0.06,-0.03,0.05,0.02)$ Å, samples all modes. The threshold is reached after 10 steps, when $\|B-H_*\|$ is still 2.0 eV/Å$^2$. The phonon energies are 27.3, 50.2, 66.3 and 80.4 meV, too high by 7.9%, 4.5%, 0.2% and 3.4% of the true values.

The soft mode is sensitive for a simple reason. For a small matrix error and a nondegenerate unit mode $v$, first-order perturbation theory gives $\Delta\lambda=v\cdot(B-H_*)v$, and (7) gives

$$\frac{\Delta\omega}{\omega}\approx\frac{v\cdot(B-H_*)v}{2\lambda}.$$

The same curvature error weighs more when $\lambda$ is small. In this run the four energies correspond to curvature errors of 0.50, 1.0, 0.08 and 2.0 eV/Å$^2$: the softest mode has a quarter of the curvature error of the stiffest, yet more than twice its relative frequency error. Which mode ends up worst also depends on the start and on $b$, since these set the curvature errors themselves.

When this general run is continued to $|e|\approx10^{-97}$ Å, the matrix error falls to $6\times10^{-4}$ eV/Å$^2$ and the frequencies become accurate. A final BFGS matrix can thus be good. The theorem does not promise it, and here the accuracy came far beyond any usable force threshold.

Damping the general run with $a=0.9$ gives a mean error ratio of 0.100 over its last ten steps, the predicted $1-a$.

## A hidden saddle

The failure can be one of sign. Take the dimensionless energy

$$f(x,y)=e^x-x-\tfrac12y^2+\tfrac14y^4$$

and start at $(0.3,0)$ with $B_0=2\cdot1$. The symmetry $y\to-y$ keeps the run on the line $y=0$. It converges superlinearly to the origin, where the curvature along $y$ is $-1$: a saddle, with an imaginary frequency. The BFGS matrix reports $+2$.

This does not conflict with the BFGS proof, which applies here within the line $y=0$, where the curvature is positive. Moreover, if $y\cdot s>0$ at every step, (5) keeps a positive definite initial matrix positive definite, so the final matrix cannot reveal a negative curvature.

## Obtaining the frequencies

The remedy is to sample every direction at the relaxed geometry. Displace each coordinate by $\pm h$, including those that break the symmetry, and form

$$H_{ij}\approx\frac{g_i(x_*+h\hat e_j)-g_i(x_*-h\hat e_j)}{2h},$$

where $\hat e_j$ is the unit vector of coordinate $j$. This costs $2n$ gradients, eight for the chain.

In the chain, each displacement strains two bonds by $\pm h$. The difference quotient of the bond force replaces $\kappa$ by

$$\frac{2D\beta}{h}\left[\sinh(2\beta h)-\sinh(\beta h)\right]=\kappa\left[1+\tfrac76(\beta h)^2+\dots\right].$$

For $h=0.005$ Å, $\beta h=0.01$: curvatures are too high by a fraction $1.2\times10^{-4}$ and frequencies by half of that. The calculated energies, 25.273, 48.073, 66.167 and 77.784 meV, compare with the true 25.272, 48.070, 66.163 and 77.779 meV.

The shift cannot be made arbitrarily small in practice. If each gradient component carries an error up to $\epsilon$, the quotient carries one up to $\epsilon/h$. The shift must balance this noise against the anharmonic error proportional to $h^2$.
